\section*{Optical bowing along the three-step path: exact sum, order-dependent terms}

\section{Three parts of the gap bowing}

In the model alloy treated below, bringing the two parent crystals to the lattice constant of the equal mixture lowers one gap by 0.670 eV and raises the other by 0.615 eV. Their average falls by only 0.028 eV. Mixing the cations on ideal sites lowers the gap by a further 0.011 eV, and relaxing the atoms lowers it by 0.075 eV. These three small numbers, multiplied by four, are the volume, charge-exchange and relaxation parts of the bowing coefficient.

Their sum is fixed by the end points. Their separate values belong to the chosen path.

\section{Definition and exact sum}

Let $x$ be the fraction of B in $\mathrm{A}_{1-x}\mathrm{B}_x\mathrm{C}$ and $w=x(1-x)$, with $0<x<1$. Let $E_i(a)$ be the gap of parent $i$ at cubic lattice constant $a$, with equilibrium value $a_i$, and let $E_{AB}(a,u)$ be the alloy gap, where $u$ stands for all internal displacements from ideal sites. From here on $a$ is the alloy lattice constant and $u$ the relaxed displacement. The bowing is defined separately at each composition:
\begin{equation}
E_{AB}(a,u)=(1-x)E_A(a_A)+xE_B(a_B)-b(x)\,w .
\label{def}
\end{equation}
A positive $b$ means a gap below the linear average. The three terms are
\begin{align}
b_{VD}&=\frac{(1-x)[E_A(a_A)-E_A(a)]+x[E_B(a_B)-E_B(a)]}{w},\\
b_{CE}&=\frac{(1-x)E_A(a)+xE_B(a)-E_{AB}(a,0)}{w},\\
b_{SR}&=\frac{E_{AB}(a,0)-E_{AB}(a,u)}{w}.
\end{align}
In the sum, $E_A(a)$, $E_B(a)$ and $E_{AB}(a,0)$ each occur once with each sign. What remains is
\begin{equation}
b_{VD}+b_{CE}+b_{SR}
=\frac{(1-x)E_A(a_A)+xE_B(a_B)-E_{AB}(a,u)}{w}=b .
\end{equation}
No expansion, linear lattice-constant law or constant $b$ has been used. The conditions are practical: one level of theory, one alloy configuration, and one definition of the gap throughout. Here the gap is the direct one at $\Gamma$, between the highest occupied and lowest empty states. If the same intermediate gap is taken as direct in one term and indirect in the next, it no longer cancels.

In the dilute limit, differentiating (\ref{def}) at $x=0$ gives
\begin{equation}
b(0)=E_B(a_B)-E_A(a_A)-\left.\frac{dE_{AB}}{dx}\right|_{0}.
\end{equation}
This limit is finite if the alloy gap has a finite slope there. It fails if an isolated B atom binds a state inside the gap of AC, because the gap then jumps at infinitesimal $x$.

\section{Model and conventions}

The example uses round model parameters and represents no named material. Each atom carries one $s$ and three $p$ orbitals, taken as orthonormal. The $(s,p)$ levels are $(-12.0,-5.5)$ eV for A, $(-10.5,-5.0)$ eV for B and $(-17.5,-8.0)$ eV for C. The natural bonds are $d_A=2.4$ \AA\ and $d_B=2.6$ \AA, and $a_i=4d_i/\sqrt3$.

For a bond of length $r$ and unit vector $\mathbf l$ from anion to cation, the hoppings are $(2.5\,\text{\AA}/r)^2$ times
\begin{equation}
\begin{aligned}
\langle s|H|s\rangle&=V_{ss},\qquad
\langle s|H|p_\alpha\rangle=l_\alpha V_{sp}=-\langle p_\alpha|H|s\rangle,\\
\langle p_\alpha|H|p_\beta\rangle&=l_\alpha l_\beta V_\sigma+(\delta_{\alpha\beta}-l_\alpha l_\beta)V_\pi ,
\end{aligned}
\end{equation}
with the anion orbital on the left and $(V_{ss},V_{sp},V_\sigma,V_\pi)=(-1.5,2.2,4.0,-1.0)$ eV. Each site level is shifted by $U(n_i-Z_i)$, where $U=1$ eV, $n_i$ is the self-consistent electron number, and $Z_i$ is 3 for cations and 5 for anions. Populations are averaged over a shifted $2\times2\times2$ mesh of the eight-atom cubic cell. Long-range Coulomb terms and spin--orbit coupling are left out.

The lattice constant and positions minimize, up to an overall factor,
\begin{equation}
F=\sum_{\rm bonds}\frac{(r^2-d^2)^2}{d^2}
+0.2\sum_{\rm angles}\frac{(\mathbf r_i\cdot\mathbf r_j+d_id_j/3)^2}{d_id_j},
\end{equation}
with the cell kept cubic. This constraint matters at $x=1/2$, where the ordering is tetragonal: freeing $c/a$ in the same $F$ gives $c/a=1.004$ and raises $b$ from 0.453 to 0.508 eV. At $x=1/2$, A and B occupy alternate (001) planes. The cells at $x=1/4$ and $3/4$ have one minority cation among four. None of these is a random alloy.

A parent gap can be checked by hand. At $\Gamma$ the four bond vectors sum to zero, so $s$ and $p$ decouple. Since $\sum l_\alpha^2=4/3$, the couplings between the sublattices are $4V_{ss}$ and $\frac43(V_\sigma+2V_\pi)$, times the bond factor. Each $2\times2$ block has eigenvalues equal to the mean level plus or minus $\sqrt{(\text{half level difference})^2+(\text{coupling})^2}$. The conduction edge is the upper $s$ root and the valence edge the lower $p$ root.

For strained AC the bond is 2.49676 \AA\ and the site shifts are $\pm0.06745$ eV. The couplings are then 6.016 and 2.674 eV in magnitude, and
\begin{align}
E_c&=-14.750+\sqrt{2.817^2+6.016^2}=-8.107\ \text{eV},\\
E_v&=-6.750-\sqrt{1.317^2+2.674^2}=-9.731\ \text{eV}.
\end{align}
The difference is 1.62 eV, as in the full calculation.

\section{Volume term}

Set $\Delta_i=a-a_i$ and take derivatives of $E_i$ at $a_i$. Taylor expansion of the definition gives
\begin{equation}
b_{VD}=-\frac1w\sum_i w_i\left(E_i'\Delta_i+\tfrac12E_i''\Delta_i^2\right)+O(\Delta^3),
\label{vdtaylor}
\end{equation}
where $w_A=1-x$ and $w_B=x$. To expose the cancellation, write $\delta=a_B-a_A$ and $a=a_A+x\delta+w\theta$, so that $\theta$ measures the departure from a linear lattice constant. Then
\begin{equation}
\Delta_A=x\delta+w\theta,\qquad \Delta_B=-(1-x)\delta+w\theta .
\end{equation}
The linear part of the sum, divided by $w$, is $\delta(E_A'-E_B')+\theta[(1-x)E_A'+xE_B']$. In the quadratic part, the $\delta^2$ terms carry $(1-x)x^2/w=x$ for A and $x(1-x)^2/w=1-x$ for B. Hence
\begin{equation}
\begin{aligned}
b_{VD}\simeq{}&\delta(E_B'-E_A')-\frac{\delta^2}{2}\left[xE_A''+(1-x)E_B''\right]\\
&-\theta\left[(1-x)E_A'+xE_B'\right],
\end{aligned}
\label{vdlead}
\end{equation}
where terms in $\delta\theta$ and $\theta^2$ are dropped. The curvature term cannot be discarded as a correction: for two parents with the same function $E(a)$, $E_B'-E_A'\simeq\delta E''$, and it removes half of the first term.

At $x=1/2$, $\delta=0.4619$ \AA\ and $\theta=(5.7660-5.7735)/0.25=-0.030$ \AA. The slopes are $-3.196$ and $-2.409$ eV/\AA, and the curvatures 1.859 and 1.351 eV/\AA$^2$. The three parts of (\ref{vdlead}) are
\begin{equation}
0.363-0.171-0.084=0.108\ \text{eV}.
\end{equation}
Keeping the dropped quadratic terms, as in (\ref{vdtaylor}), gives 0.1097 eV; the direct value is 0.1102 eV. A lattice-constant deviation of only 0.0075 \AA\ thus lowers $b_{VD}$ by 0.084 eV, because the average gap slope multiplies it without cancellation. For implementation, this makes the alloy lattice constant a quantity to converge with care.

\section{Mixing term and charge response}

The name ``charge exchange'' covers more than a response to transferred charge. To separate the contributions, first mix at $a$ with site potentials frozen: each cation keeps the shift from its own parent, and each anion takes the composition-weighted mean. Then let the potentials become self-consistent.

At $x=1/2$, let the strained parent Hamiltonians be $\bar H\pm D$ and the frozen alloy be $\bar H+W$. The hoppings are equal because all bonds have the same length. $W$ therefore acts on cations alone, with opposite signs on A and B.

For a perturbation $P$ and an edge manifold $T$ of energy $E_T$, the amplitudes outside $T$ are, to first order,
\begin{equation}
c_n=\sum_{b\in T}\frac{P_{nb}c_b}{E_T-E_n}.
\end{equation}
Substitution into the equations for the amplitudes inside $T$ gives the second-order matrix
\begin{equation}
M_{ab}(P)=\sum_{n\notin T}\frac{P_{an}P_{nb}}{E_T-E_n}.
\end{equation}
The conduction edge is a single state, so its matrix is a number. The valence edge is threefold degenerate, and its highest eigenvalue is needed. Let $S(P)$ be the conduction shift minus this valence shift.

The first-order shifts drop out for two reasons. Cubic symmetry makes $D$ a multiple of the identity in the valence triplet, so its first-order effects cancel between $+D$ and $-D$. A lattice translation that exchanges the two cation planes reverses $W$ but leaves $\Gamma$ states unchanged, so $W$ has no matrix elements among them. To second order, the average parent gap is $\bar E+S(D)$ and the alloy gap is $\bar E+S(W)$. With $w=1/4$,
\begin{equation}
b_{\rm frozen}\simeq4[S(D)-S(W)] .
\end{equation}
$D$ couples $\Gamma$ states to one another; $W$ couples them to $X$ states folded to $\Gamma$ by the ordering. The two parts give $0.0225+0.0230=0.0455$ eV, against 0.0452 eV directly. Self-consistency changes this by $-0.0026$ eV, leaving $b_{CE}=0.0425$ eV.

Between strained parents and ideal alloy, A gains 0.030 electron and B loses 0.030, while C stays within 0.001 of its parent average. Charge does move, but for $U=1$ eV the feedback of the potentials changed on mixing is a small part of $b_{CE}$. The frozen part itself already contains the charge-induced shifts of the two parents: with $U=0$, $b_{CE}$ is 0.071 eV. That ratio should not be carried over to a material, where long-range potentials enter. There, a frozen-potential split also needs a common potential reference, whereas the three total terms need only gaps.

\section{Relaxation and the order of steps}

At $x=1/2$ the anion planes move towards the A planes, so adjacent anion planes move in opposite directions. The bonds change from 2.497 \AA\ to 2.427 \AA\ for A--C and 2.570 \AA\ for B--C.

In a pure parent, a translation exchanging adjacent anion planes turns displacement $u$ into $-u$, so $E_i(a,u)=E_i(a,-u)$. In the alloy this translation also exchanges A and B, and the symmetry is lost. Splitting the alloy gap change into odd and even parts gives
\begin{align}
\frac{E_{AB}(u)-E_{AB}(-u)}2&=\frac{1.9496-1.9757}{2}=-0.013\ \text{eV},\\
\frac{E_{AB}(u)+E_{AB}(-u)}2-E_{AB}(0)&=1.9626-2.0245=-0.062\ \text{eV}.
\end{align}
Multiplied by $-4$, these contribute 0.052 and 0.248 eV to $b_{SR}=0.300$ eV. Most of the relaxation term therefore comes from the part even in $u$. These gaps are measured to the $p_x,p_y$ doublet, which relaxation lifts 0.057 eV above the $p_z$ level, against 0.001 eV on ideal sites. Measured to the $p_z$ level, the relaxation term would be only 0.077 eV, so $b_{SR}$ in this ordered cell largely reflects the splitting of the valence triplet.

Now reverse the last two steps: distort each parent by $u$, then mix. With $\bar E(u)=(1-x)E_A(a,u)+xE_B(a,u)$,
\begin{equation}
b_{SR}^{\rm alt}=\frac{\bar E(0)-\bar E(u)}w,\qquad
b_{CE}^{\rm alt}=\frac{\bar E(u)-E_{AB}(u)}w .
\end{equation}
Subtracting from the standard terms,
\begin{equation}
b_{SR}-b_{SR}^{\rm alt}
=\frac{[E_{AB}(0)-\bar E(0)]-[E_{AB}(u)-\bar E(u)]}{w}
=b_{CE}^{\rm alt}-b_{CE}.
\end{equation}
The relaxation term falls from 0.300 to 0.248 eV, and the mixing term rises from 0.043 to 0.095 eV. Their sum is unchanged. Mixing contributes more than twice as much on the second path, so a statement about which mechanism contributes how much must name the path.

\section{Weak contrast}

Multiply all A--B differences by $s$ about their mean. At $x=1/2$, changing the sign of $s$ exchanges A and B, which returns the same alloy up to a translation. Each term is therefore even in $s$. In the mean crystal, the translation that exchanges adjacent planes reverses both $W$ and the first-order change of the Hamiltonian with $u$, but leaves the $\Gamma$ states unchanged. Neither therefore has matrix elements within an edge manifold, and their first-order shifts vanish. The first-order strain shifts cancel in the parent average. The leading dependence is $s^2$; the degenerate valence edge respects this because its effective matrix scales as $s^2$.

Going from $s=0.1$ to $0.2$ multiplies the volume, mixing and relaxation terms by 4.00, 4.00 and 3.995. Extrapolating from $s=0.1$ to full contrast predicts 0.110, 0.042 and 0.311 eV. The relaxation estimate is 4\% above the direct value; the other two agree within about 1\%.

\section{Integrated check and composition dependence}

The legs can also be obtained without subtracting eigenvalues. Join two Hamiltonians by $H(\lambda)=H_0+\lambda\Delta H$. For a normalized eigenstate, the terms from the change of the state sum to $E\,d\langle\psi|\psi\rangle/d\lambda=0$, so $dE/d\lambda=\langle\psi|\Delta H|\psi\rangle$ and
\begin{equation}
E_{\rm gap}(1)-E_{\rm gap}(0)=\int_0^1
\left(\langle c|\Delta H|c\rangle-\langle v|\Delta H|v\rangle\right)d\lambda .
\end{equation}
For the mixing leg, the integrals starting from AC and BC are averaged with weights $1-x$ and $x$. Where two states exchange order, the edge energy is continuous but the integrand can jump, so the quadrature must be refined. Adaptive integration reproduces the end-point bowing to $4\times10^{-6}$ eV at all three compositions; a fixed 40-point rule misses the relaxation term at $x=1/2$ by 0.0024 eV. On that leg the valence doublet and singlet exchange order near $\lambda=0.02$ and $0.54$ of the linear interpolation of $H$, although the doublet is on top at both ends.

The results, in eV, are:

\begin{center}
\begin{tabular}{ccccc}
$x$ & $b_{VD}$ & $b_{CE}$ & $b_{SR}$ & $b$\\
1/4 & 0.107 & 0.040 & 0.272 & 0.419\\
1/2 & 0.110 & 0.043 & 0.300 & 0.453\\
3/4 & 0.113 & 0.043 & 0.187 & 0.344
\end{tabular}
\end{center}

The variation of $b$ comes mainly from relaxation. Between $x=1/2$ and either other cell, composition and ordering pattern change together, so those comparisons do not separate their effects. The cells at $1/4$ and $3/4$ share one pattern with A and B exchanged, and their $b$ still differs. Fitting one constant $b$ would hide the variation.

In use, the division by $w$ sets the accuracy required. If each of the three end-point gaps has an error of at most $\epsilon$, the error in $b$ is at most
\begin{equation}
\frac{(1-x)\epsilon+x\epsilon+\epsilon}{w}=\frac{2\epsilon}{w}.
\end{equation}
At $x=1/2$, a bound of 0.01 eV on each gap permits an error of 0.08 eV in $b$, almost twice the mixing term found here. Equivalent cells and $k$ meshes for parents and alloy help shared errors cancel. For $x=1/2$, the numerical output lists the intermediate gaps from which each term can be rebuilt.

\section*{Computed results}
\begin{verbatim}
Input A: s, p levels (eV), bond (angstrom): -12.0 -5.5 2.4
Input B: s, p levels (eV), bond (angstrom): -10.5 -5.0 2.6
Input C: s, p levels (eV): -17.5 -8.0
Hoppings ss, sp, pp-sigma, pp-pi (eV): -1.5 2.2 4.0 -1.0
Hopping reference bond (angstrom): 2.5
On-site interaction (eV): 1.0 ; bend/stretch ratio: 0.2
Parent lattice constants A, B (angstrom): 5.54256 6.00444
x=0.25: lattice constant (angstrom): 5.65229
  b_VD, b_CE, b_SR (eV): 0.10684 0.04037 0.27217
  total b from endpoints (eV): 0.41938
  relaxed alloy gap (eV): 2.09935
x=0.50: lattice constant (angstrom): 5.76601
  b_VD, b_CE, b_SR (eV): 0.11018 0.04253 0.29993
  total b from endpoints (eV): 0.45265
  relaxed alloy gap (eV): 1.94955
x=0.75: lattice constant (angstrom): 5.88350
  b_VD, b_CE, b_SR (eV): 0.11341 0.04283 0.18727
  total b from endpoints (eV): 0.34351
  relaxed alloy gap (eV): 1.88305
Remaining results are for x=0.50 unless labelled otherwise
Equilibrium parent gaps A, B (eV): 2.29325 1.83219
Strained parent gaps A, B (eV): 1.62328 2.44707
Ideal-site alloy gap (eV): 2.02454
Gap slopes A, B (eV/angstrom): -3.1956 -2.4090
Gap curvatures A, B (eV/angstrom^2): 1.8590 1.3507
b_VD from second-order expansion (eV): 0.10973
Frozen-potential mixing part of b_CE (eV): 0.04517
Self-consistent response part of b_CE (eV): -0.00264
Second-order equal-k, folded-X parts (eV): 0.02250 0.02298
Second-order frozen mixing sum (eV): 0.04548
Electrons on A: strained parent, ideal alloy: 3.06745 3.09771
Electrons on B: strained parent, ideal alloy: 2.91995 2.88988
Electrons on C: strained AC, BC, ideal alloy: 4.93255 5.08005 5.00621
Bonds ideal, relaxed A-C, B-C (angstrom): 2.49676 2.42738 2.57023
Alloy gap with reversed displacement (eV): 1.97571
Distorted parent gaps A, B (eV): 1.56141 2.38497
Relax-first order: b_CE, b_SR (eV): 0.09454 0.24793
Conduction-state overlap with mean crystal: 0.99384
s=0.2 terms VD, CE, SR (eV): 0.004411 0.001685 0.012433
s=0.1 terms VD, CE, SR (eV): 0.001103 0.000421 0.003112
s=0.2 frozen mixing: direct, second order (eV): 0.001791 0.001791
Largest adaptive path closure error, all x (eV): 3.41e-06
Largest fixed 40-point leg error, all x (eV): 2.38e-03
\end{verbatim}
